# Polar-Optical Scattering Between Quantum-Well Subbands and the Nonlocal Form Factor: test program

```python
"""
Result under test: scattering of quantum-well electrons by bulk polar optical
phonons, after integration over the perpendicular phonon momentum q_z:

  W = (mu*omega*gamma/2) * (N + 1/2 +- 1/2) * integral_0^{2 pi} dtheta H(Q)/Q
  H(Q) = double integral of rho(z) rho(z') exp(-Q|z-z'|),  rho = phi_n phi_m

Rydberg units: hbar = 1, e^2 = 2, free kinetic energy k^2, length a0.
mu: band mass / electron mass; omega: phonon energy; N: phonon number;
gamma = 1/eps_fast - 1/eps_static; Q: in-plane phonon momentum;
upper sign: emission; lower sign: absorption. Infinite well of width L, x = Q*L.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

pi = np.pi

# Model parameters
mu = 0.1
eps_fast = 10.0
eps_static = 12.0
omega = 0.003
thermal = 0.002
width = 200.0
gamma = 1 / eps_fast - 1 / eps_static
phonon_number = 1 / np.expm1(omega / thermal)


def subband_energy(n):
    return (n * pi / width) ** 2 / mu


def closed_form(m, n, x):
    """Form factor H of the infinite well as a function of x = Q*L."""
    lower = x**2 + (pi * (m - n)) ** 2
    upper = x**2 + (pi * (m + n)) ** 2
    parity = (-1.0) ** (m + n)
    weight = np.where(np.equal(m, n), 2.0, 1.0)
    edge = 2 * x**2 * (1 - parity * np.exp(-x))
    return (weight * x / lower + x / upper
            - edge * (1 / lower - 1 / upper) ** 2)


def rate(m, n, k_squared, sign):
    """Derived rate; sign = +1 for emission, -1 for absorption."""
    final_squared = k_squared + mu * (
        subband_energy(m) - subband_energy(n) - sign * omega)
    if final_squared <= 0:
        return 0.0
    theta = 2 * pi * (np.arange(720) + 0.5) / 720
    Q = np.sqrt(k_squared + final_squared
                - 2 * np.sqrt(k_squared * final_squared) * np.cos(theta))
    angular = 2 * pi * np.mean(closed_form(m, n, Q * width) / Q)
    occupation = phonon_number + (1 + sign) / 2
    return mu * omega * gamma / 2 * occupation * angular


# --- Coupling strength: oscillator relaxation against electrostatics ---
levels = 50
lowering = np.diag(np.sqrt(np.arange(1, levels)), 1)
force = 0.8 * omega
oscillator = (omega * np.diag(np.arange(levels))
              + force * (lowering + lowering.T))
ground = np.linalg.eigvalsh(oscillator)[0]
relaxation_factor = ground * omega / force**2
assert abs(relaxation_factor + 1) < 1e-8

size = 20.0  # Gaussian charge cloud exp(-r^2/(2 size^2))


def mode_energy(q):
    coupling_squared = 4 * pi * omega * gamma / q**2
    charge_squared = np.exp(-(q * size) ** 2)
    measure = 4 * pi * q**2 / (2 * pi) ** 3
    return (relaxation_factor * coupling_squared * charge_squared
            / omega * measure)


phonon_energy = quad(mode_energy, 0, 10 / size)[0]
mean_inverse_r = quad(
    lambda r: 4 * pi * r * np.exp(-r**2 / (4 * size**2))
    / (4 * pi * size**2) ** 1.5, 0, 30 * size)[0]
electrostatic_energy = 0.5 * 2 * (1 / eps_static - 1 / eps_fast) * mean_inverse_r
assert abs(phonon_energy / electrostatic_energy - 1) < 1e-6

# --- Perpendicular momentum integral of a plane wave ---
for Q, s in [(0.7, 0.5), (1.3, 2.0), (2.0, 1.1)]:
    half = quad(lambda q: 1 / (Q**2 + q**2), 0, np.inf,
                weight="cos", wvar=s)[0]
    assert abs(2 * half - pi * np.exp(-Q * s) / Q) < 1e-6

# --- Form factor from its definitions, lengths in units of L ---
node, node_weight = np.polynomial.legendre.leggauss(300)
z_fine = (node + 1) / 2
w_fine = node_weight / 2
panel_node, panel_weight = np.polynomial.legendre.leggauss(12)
y = (np.arange(400)[:, None] + (panel_node + 1) / 2).ravel()
y_weight = np.tile(panel_weight / 2, 400)
phase = np.exp(1j * np.outer(y, z_fine))


def density(m, n, z):
    return 2 * np.sin(m * pi * z) * np.sin(n * pi * z)


def overlap_squared(m, n):
    return np.abs(phase @ (w_fine * density(m, n, z_fine))) ** 2


node, node_weight = np.polynomial.legendre.leggauss(60)
u = (node + 1) / 2
w = node_weight / 2
inner_z = np.outer(u, u)  # inner points lie between 0 and the outer point


def double_integral(m, n, x):
    kernel = np.exp(-x * (u[:, None] - inner_z))
    inner = u * ((density(m, n, inner_z) * kernel) @ w)
    return 2 * np.sum(w * density(m, n, u) * inner)


largest_difference = 0.0
for m, n in [(1, 1), (2, 1), (2, 2), (3, 1), (3, 2)]:
    F2 = overlap_squared(m, n)
    for x in [0.5, 2.0, 4.2, 12.0]:
        from_momentum = x / pi * 2 * np.sum(y_weight * F2 / (x**2 + y**2))
        from_space = double_integral(m, n, x)
        formula = float(closed_form(m, n, x))
        difference = max(abs(from_momentum - formula),
                         abs(from_space - formula))
        largest_difference = max(largest_difference, difference)
assert largest_difference < 1e-6

# --- Limits and bounds, with coefficients found by quadrature ---
bound_coefficients = {}
for m, n in [(2, 1), (3, 1), (3, 2)]:
    cumulative = u * (density(m, n, inner_z) @ w)
    small_slope = 2 * np.sum(w * cumulative**2)
    local_coefficient = 2 * np.sum(w * density(m, n, u) ** 2)
    bound_coefficients[(m, n)] = (small_slope, local_coefficient)
    assert abs(closed_form(m, n, 1e-3) / 1e-3 / small_slope - 1) < 2e-3
    assert abs(closed_form(m, n, 1e3) * 1e3 / local_coefficient - 1) < 1e-3
    x_grid = np.geomspace(0.01, 100, 400)
    H_grid = closed_form(m, n, x_grid)
    assert np.all(H_grid <= small_slope * x_grid * (1 + 1e-10))
    assert np.all(H_grid <= local_coefficient / x_grid * (1 + 1e-10))
    assert np.all(np.diff(H_grid / x_grid) < 0)
for n in [1, 2]:
    assert abs(closed_form(n, n, 1e-3) - 1) < 1e-3
    local_coefficient = 2 * np.sum(w * density(n, n, u) ** 2)
    assert abs(closed_form(n, n, 1e3) * 1e3 / local_coefficient - 1) < 1e-3

# --- Completeness: the omitted tail is about 2x/(pi^2 n_max) ---
final_index = np.arange(1, 20001)
for m in [1, 2, 3]:
    for x in [0.5, 4.2, 12.0]:
        assert abs(np.sum(closed_form(m, final_index, x)) - 1) < 3e-4


# --- Golden rule evaluated directly with a narrow Gaussian delta ---
def direct_rate(m, n, k_squared, sign):
    spread = 0.01 * omega
    final_energy = (k_squared / mu + subband_energy(m)
                    - subband_energy(n) - sign * omega)
    k_final = np.linspace(np.sqrt(mu * (final_energy - 7 * spread)),
                          np.sqrt(mu * (final_energy + 7 * spread)), 61)
    step = k_final[1] - k_final[0]
    angle = 2 * pi * (np.arange(64) + 0.5) / 64
    F2 = overlap_squared(m, n)
    total = 0.0
    for kf in k_final:
        Q_squared = (k_squared + kf**2
                     - 2 * np.sqrt(k_squared) * kf * np.cos(angle))
        x_squared = Q_squared * width**2
        perpendicular = 2 * width * (
            (1 / (x_squared[:, None] + y**2)) @ (y_weight * F2))
        mismatch = (kf**2 / mu - final_energy) / spread
        delta = np.exp(-mismatch**2 / 2) / (np.sqrt(2 * pi) * spread)
        total += kf * step * delta * 2 * pi * np.mean(perpendicular)
    occupation = phonon_number + (1 + sign) / 2
    return (2 * pi * 4 * pi * omega * gamma * occupation
            / (2 * pi) ** 3 * total)


direct_difference = 0.0
for m, n, kinetic, sign in [(2, 1, 0.0, 1), (2, 1, omega, 1),
                            (1, 1, 2 * omega, 1), (1, 1, 0.5 * omega, -1)]:
    derived = rate(m, n, mu * kinetic, sign)
    direct = direct_rate(m, n, mu * kinetic, sign)
    direct_difference = max(direct_difference, abs(direct / derived - 1))
assert direct_difference < 2e-3

# --- Very wide well against the three-dimensional emission rate ---
initial_index = 1000
k_bulk = np.sqrt(3 * mu * omega)
k_bulk_final = np.sqrt(k_bulk**2 - mu * omega)
k_perpendicular = 0.7 * k_bulk
wide = initial_index * pi / k_perpendicular
k_parallel_squared = k_bulk**2 - k_perpendicular**2
index = np.arange(1, int(k_bulk_final * wide / pi) + 1)[:, None]
final_parallel_squared = k_bulk_final**2 - (index * pi / wide) ** 2
angle = 2 * pi * (np.arange(1000) + 0.5) / 1000
Q_wide = np.sqrt(k_parallel_squared + final_parallel_squared
                 - 2 * np.sqrt(k_parallel_squared * final_parallel_squared)
                 * np.cos(angle))
H_over_Q = closed_form(initial_index, index, Q_wide * wide) / Q_wide
wide_rate = (mu * omega * gamma / 2
             * np.sum(2 * pi * np.mean(H_over_Q, axis=1)))
solid_angle = 2 * pi * quad(
    lambda c: 1 / (k_bulk**2 + k_bulk_final**2
                   - 2 * k_bulk * k_bulk_final * c), -1, 1)[0]
bulk_rate = omega * gamma / pi * mu * k_bulk_final / 2 * solid_angle
bulk_ratio = wide_rate / bulk_rate
assert abs(bulk_ratio - 1) < 1e-2

# --- Worked example ---
E1 = subband_energy(1)
E2 = subband_energy(2)
Q_main = np.sqrt(mu * (E2 - E1 - omega))
x_main = Q_main * width
H_main = float(closed_form(2, 1, x_main))
small_slope, local_coefficient = bound_coefficients[(2, 1)]
rate_main = rate(2, 1, 0.0, 1)
rate_moving = rate(2, 1, mu * omega, 1)
rate_intra_emission = rate(1, 1, mu * 2 * omega, 1)
rate_intra_absorption = rate(1, 1, 0.0, -1)
Q_absorption = np.sqrt(mu * omega)
H_absorption = float(closed_form(1, 1, Q_absorption * width))
peak = minimize_scalar(lambda x: -float(closed_form(2, 1, x)),
                       bounds=(1, 20), method="bounded")

# Same rate from SI quantities, as a check of the units
rydberg_joule = const.value("Rydberg constant times hc in J")
bohr = const.value("Bohr radius")
rate_unit = rydberg_joule / const.hbar
si_rate = (mu * const.m_e * const.e**2 * (omega * rydberg_joule / const.hbar)
           * gamma * (phonon_number + 1)
           / (8 * pi * const.epsilon_0 * const.hbar**2)
           * 2 * pi * H_main / (Q_main / bohr))
assert abs(si_rate / (rate_main * rate_unit) - 1) < 1e-7

partial = np.cumsum(closed_form(2, final_index, x_main))

print(f"band mass mu = {mu:.3f} electron masses")
print(f"fast dielectric constant = {eps_fast:.1f}")
print(f"static dielectric constant = {eps_static:.1f}")
print(f"gamma = {gamma:.6f} (dimensionless)")
print(f"phonon energy omega = {omega:.4f} Ry")
print(f"thermal energy = {thermal:.4f} Ry")
print(f"phonon number N = {phonon_number:.5f}")
print(f"well width L = {width:.1f} a0")
print(f"subband energy E1 = {E1:.6f} Ry")
print(f"subband energy E2 = {E2:.6f} Ry")
print(f"subband spacing E2-E1 = {E2 - E1:.6f} Ry")
print(f"2->1 emission, k=0: Q = {Q_main:.6f} 1/a0")
print(f"2->1 emission, k=0: x = Q L = {x_main:.5f}")
print(f"2->1 emission, k=0: H = {H_main:.6f}")
print(f"small-Q bound on this H = {small_slope * x_main:.6f}")
print(f"local (large-Q) bound on this H = {local_coefficient / x_main:.6f}")
print(f"local bound / H = {local_coefficient / x_main / H_main:.4f}")
print(f"small-Q slope of H21 against x = {small_slope:.6f}")
print(f"large-Q coefficient of H21, x*H -> {local_coefficient:.6f}")
print(f"H21 is largest at x = {peak.x:.3f}")
print(f"largest H21 = {-peak.fun:.6f}")
print(f"2->1 emission rate, k=0 = {rate_main:.5e} Ry/hbar")
print(f"2->1 emission rate, k=0 = {rate_main * rate_unit * 1e-12:.4f} 1/ps")
print(f"2->1 emission lifetime, k=0 = {1e12 / (rate_main * rate_unit):.4f} ps")
print(f"2->1 emission rate, in-plane energy omega = {rate_moving:.5e} Ry/hbar")
print(f"1->1 emission rate, in-plane energy 2 omega = "
      f"{rate_intra_emission:.5e} Ry/hbar")
print(f"1->1 absorption, k=0: Q = {Q_absorption:.6f} 1/a0")
print(f"1->1 absorption, k=0: H = {H_absorption:.6f}")
print(f"1->1 absorption rate, k=0 = {rate_intra_absorption:.5e} Ry/hbar")
print(f"sum of H2n at the same x, n up to 3 = {partial[2]:.6f}")
print(f"sum of H2n at the same x, n up to 10 = {partial[9]:.6f}")
print(f"sum of H2n at the same x, n up to 20000 = {partial[-1]:.6f}")
print(f"largest difference between three routes to H = {largest_difference:.1e}")
print(f"largest relative difference, direct rate = {direct_difference:.1e}")
print(f"wide-well initial subband index = {initial_index}")
print(f"wide-well rate / bulk rate = {bulk_ratio:.5f}")
print("finished without a failed check")
```

Printed output:

```
band mass mu = 0.100 electron masses
fast dielectric constant = 10.0
static dielectric constant = 12.0
gamma = 0.016667 (dimensionless)
phonon energy omega = 0.0030 Ry
thermal energy = 0.0020 Ry
phonon number N = 0.28722
well width L = 200.0 a0
subband energy E1 = 0.002467 Ry
subband energy E2 = 0.009870 Ry
subband spacing E2-E1 = 0.007402 Ry
2->1 emission, k=0: Q = 0.020981 1/a0
2->1 emission, k=0: x = Q L = 4.19629
2->1 emission, k=0: H = 0.166084
small-Q bound on this H = 0.472414
local (large-Q) bound on this H = 0.476612
local bound / H = 2.8697
small-Q slope of H21 against x = 0.112579
large-Q coefficient of H21, x*H -> 2.000000
H21 is largest at x = 4.905
largest H21 = 0.167418
2->1 emission rate, k=0 = 1.60053e-04 Ry/hbar
2->1 emission rate, k=0 = 3.3084 1/ps
2->1 emission lifetime, k=0 = 0.3023 ps
2->1 emission rate, in-plane energy omega = 1.28742e-04 Ry/hbar
1->1 emission rate, in-plane energy 2 omega = 5.28668e-04 Ry/hbar
1->1 absorption, k=0: Q = 0.017321 1/a0
1->1 absorption, k=0: H = 0.549690
1->1 absorption rate, k=0 = 1.43182e-04 Ry/hbar
sum of H2n at the same x, n up to 3 = 0.706627
sum of H2n at the same x, n up to 10 = 0.916611
sum of H2n at the same x, n up to 20000 = 0.999957
largest difference between three routes to H = 7.0e-12
largest relative difference, direct rate = 4.5e-05
wide-well initial subband index = 1000
wide-well rate / bulk rate = 1.00019
finished without a failed check
```
